# Mean ion impact energy in uniform-field and linear-field collisional sheaths

A plane sheath of thickness $s$ separates a plasma at $x=0$ from an absorbing wall at $x=s$. The voltage across it is $V$, and the electric field $E(x)$, counted positive towards the wall, is steady. Singly charged positive ions of charge $q$ and mass $M$ enter at $x=0$ with negligible energy.

The only collisions are resonant charge exchanges with cold gas atoms. In each one the moving ion takes an electron from an atom. It flies on as a fast neutral, and a new ion is left at rest at the same place. The mean free path $\lambda$ does not depend on energy, and no ions are created by ionization inside the sheath. Write $a=s/\lambda$.

Two field shapes are compared, one uniform and one proportional to $x$. The values of $V$, $s$ and $\lambda$ are the same for both.

## Part (a): fields and available energy

**Question.** Find both fields in terms of $V$ and $s$. For each, find the energy $U(x)$ gained by an ion that starts at rest at $x$ and reaches the wall without a collision. What charge density does each field imply?

**Answer.** Each field must integrate to $V$ over the sheath. For the uniform field, $Es=V$. For the linear field $E=kx$,
$$\int_0^s kx\,dx=\frac{ks^2}{2}=V\quad\Rightarrow\quad k=\frac{2V}{s^2}.$$
Hence
$$E_u=\frac{V}{s},\qquad E_l=\frac{2Vx}{s^2}.$$
At the wall the linear field is $2V/s$, twice the uniform one.

The energy gained is the work done by the field, $U(x)=q\int_x^sE(x')\,dx'$, so
$$U_u=qV\left(1-\frac{x}{s}\right),\qquad U_l=qV\left(1-\frac{x^2}{s^2}\right).$$

Poisson's equation, $dE/dx=\rho/\varepsilon_0$, gives $\rho=0$ for the uniform field and the constant $\rho=2\varepsilon_0V/s^2$ for the linear one. Both shapes are prescribed here; part (g) asks what field the ions themselves would produce.

## Part (b): the last collision

**Question.** For an ion arriving at the wall, find the probability that its last charge exchange took place between $x$ and $x+dx$, and the probability that there was none.

**Answer.** A charge exchange removes one ion and supplies another at the same place, so the ion flux is the same at every $x$. One unit of charge can therefore be followed from the edge to the wall, although its carrier changes on the way. Both fields push ions towards the wall, so this charge passes each position once.

In a path element $dx$ the chance of a collision is $dx/\lambda$, whatever the energy and the earlier history. Let $P(\ell)$ be the probability of travelling a distance $\ell$ without a collision. Then
$$P(\ell+d\ell)=P(\ell)\left(1-\frac{d\ell}{\lambda}\right)\quad\Rightarrow\quad \frac{dP}{d\ell}=-\frac{P}{\lambda},\qquad P(\ell)=e^{-\ell/\lambda},$$
because $P(0)=1$.

For the last collision to lie in $dx$, a collision must occur there and none may follow over the remaining distance $s-x$. The probability is
$$\frac{dx}{\lambda}\,e^{-(s-x)/\lambda}.$$
The probability of no collision at all is $P(s)=e^{-a}$. The integral of the first expression from $0$ to $s$ is $1-e^{-a}$, so the two cases together have probability one.

This law does not contain the field. It relies on the constant mean free path: if the cross-section varied with energy, the chance of a collision would depend on how far the ion had already been accelerated.

## Part (c): a formula for any field shape

**Question.** Show that the mean impact energy per arriving ion is an integral of the field with a simple weight, and interpret the weight.

**Answer.** An ion keeps only the energy gained since its last collision. Averaging over the two cases of part (b) gives
$$W=e^{-a}U(0)+\int_0^sU(x)\,\frac{e^{-(s-x)/\lambda}}{\lambda}\,dx .$$
The factor multiplying $U(x)$ is the derivative of $e^{-(s-x)/\lambda}$ with respect to $x$. Integration by parts therefore gives
$$W=e^{-a}U(0)+\Big[U(x)e^{-(s-x)/\lambda}\Big]_0^s-\int_0^s\frac{dU}{dx}\,e^{-(s-x)/\lambda}\,dx .$$
Since $U(s)=0$, the bracket equals $-U(0)e^{-a}$ and cancels the first term. With $dU/dx=-qE$,
$$W=q\int_0^sE(x)\,e^{-(s-x)/\lambda}\,dx .$$

The work $qE\,dx$ done at $x$ reaches the wall with the ion only if no collision follows, and the weight is the probability of that. The field does total work $qV$ on each charge that crosses. The remainder, $qV-W$, is carried away by the fast neutrals.

## Part (d): the two mean energies

**Question.** Evaluate $W$ for both fields and check the collisionless limit.

**Answer.** Measure distance back from the wall in mean free paths: $u=(s-x)/\lambda$, so $x/s=1-u/a$ and $dx=-\lambda\,du$. Reversing the limits absorbs the minus sign. For the uniform field,
$$W_u=\frac{qV\lambda}{s}\int_0^ae^{-u}\,du=qV\,\frac{1-e^{-a}}{a}.$$

For the linear field, $E_l=(2V/s)(1-u/a)$, and
$$W_l=\frac{2qV}{a}\left[\int_0^ae^{-u}\,du-\frac1a\int_0^aue^{-u}\,du\right].$$
The second integral, by parts, is
$$\int_0^aue^{-u}\,du=\Big[-ue^{-u}\Big]_0^a+\int_0^ae^{-u}\,du=1-(1+a)e^{-a}.$$
Putting the bracket over the common denominator $a$,
$$W_l=\frac{2qV}{a^2}\left[a-ae^{-a}-1+(1+a)e^{-a}\right]=2qV\,\frac{a-1+e^{-a}}{a^2}.$$

For small $a$, use $e^{-a}=1-a+a^2/2-a^3/6+\dots$:
$$W_u\simeq qV\left(1-\frac a2\right),\qquad W_l\simeq qV\left(1-\frac a3\right).$$
Both tend to $qV$, as they must when no ion collides. The first loss is smaller in the linear field because more of the voltage lies near the wall, so a collision at a random place costs less energy on average.

## Part (e): the ratio

**Question.** Find $R=W_l/W_u$. Show that it rises steadily with $a$, and find its limits. Is the strongly collisional value ever reached?

**Answer.** Division gives
$$R=\frac{2(a-1+e^{-a})}{a(1-e^{-a})}=\frac{2\left[a-(1-e^{-a})\right]}{a(1-e^{-a})}=\frac{2}{1-e^{-a}}-\frac2a .$$
Multiplying the numerator and denominator of the first term by $e^{a/2}$,
$$\frac{2}{1-e^{-a}}=\frac{2e^{a/2}}{e^{a/2}-e^{-a/2}}=1+\coth\frac a2,$$
where $2e^{a/2}$ has been written as the sum of $e^{a/2}-e^{-a/2}$ and $e^{a/2}+e^{-a/2}$. Thus
$$R=1+\coth\frac a2-\frac2a .$$

With $y=a/2$,
$$\frac{dR}{dy}=\frac1{y^2}-\frac1{\sinh^2y}>0,$$
because $\sinh y=y+y^3/6+\dots$ has positive terms and so exceeds $y$ for $y>0$. The ratio rises steadily.

For small $y$,
$$\coth y=\frac{1+y^2/2+\dots}{y(1+y^2/6+\dots)}\simeq\frac1y+\frac y3,$$
so $R\simeq1+a/6$. At the other end, the first form of $R$ gives
$$2-R=\frac2a-\frac{2e^{-a}}{1-e^{-a}}=\frac2a-\frac{2}{e^a-1}.$$
This tends to zero as $a\to\infty$. The linear-field energy therefore becomes twice the uniform-field energy in the strongly collisional limit. Since $e^a-1>a$ for $a>0$, the difference is positive at every finite $a$: the factor of two is approached but never reached.

The approach is slow, because $2-R\simeq2/a$:

| $a$ | $R$ |
|---|---|
| 0.1 | 1.017 |
| 1 | 1.164 |
| 10 | 1.800 |
| 100 | 1.980 |

A ratio of 1.9 requires $a=20.0$.

## Part (f): where the factor of two comes from

**Question.** Explain the limit physically. Does any non-uniform field with the same $V$, $s$ and $\lambda$ raise the mean energy in this limit?

**Answer.** In terms of $u$, the result of part (c) is
$$W=q\lambda\int_0^aE(s-\lambda u)\,e^{-u}\,du .$$
The exponential restricts the integral to a few mean free paths from the wall. If the field is smooth there, $E(s-\lambda u)\simeq E(s)-\lambda uE'(s)$. For $a\gg1$ the upper limit may be taken to infinity, where $\int_0^\infty e^{-u}du=\int_0^\infty ue^{-u}du=1$. Hence
$$W\simeq q\lambda\left[E(s)-\lambda E'(s)\right].$$

The leading term is the work done by the wall field over one mean free path. The linear field has twice the wall field, hence twice the energy. The approximation needs $\lambda|E'(s)|\ll E(s)$, so that the field changes little over the last mean free path.

A field proportional to $x^p$, with $p\ge0$, must be $E=(p+1)(V/s)(x/s)^p$ to integrate to $V$. Its limiting ratio to the uniform case is therefore $p+1$.

Non-uniformity alone is not enough. The field
$$E=\frac Vs\left[1+\sin\frac{2\pi x}{s}\right]$$
is nowhere negative, integrates to $V$, and has the wall value $V/s$. Its limiting ratio is 1. At $a=5000$, numerical integration gives 0.9987, in agreement with the correction $1-2\pi/a$ from the slope term.

## Part (g): the field made by the ions

**Question.** Suppose that $a\gg1$, that electrons are absent from the sheath, and that the field changes little over one mean free path. Find the field produced by the ion charge and the limiting ratio that replaces the factor of two.

**Answer.** Ions crossing a given plane have travelled a distance $d$ since their last collision, with probability density $e^{-d/\lambda}/\lambda$. In a locally constant field their speed is $v=\sqrt{2qEd/M}$. A flux $\Gamma$ of ions with speed $v$ has density $\Gamma/v$, so the total density is $n=\Gamma\langle1/v\rangle$. With $d=\lambda z^2$,
$$\left\langle\frac1v\right\rangle=\sqrt{\frac{M}{2qE\lambda}}\int_0^\infty\frac{e^{-z^2}}{z}\,2z\,dz=\sqrt{\frac{\pi M}{2qE\lambda}},$$
because $2\int_0^\infty e^{-z^2}dz=\sqrt\pi$. The drift speed is
$$w=\frac{\Gamma}{n}=\sqrt{\frac{2qE\lambda}{\pi M}}.$$

The current density $J=q\Gamma$ is constant, and the charge density is $J/w$. Poisson's equation becomes
$$\frac{dE}{dx}=\frac{J}{\varepsilon_0}\sqrt{\frac{\pi M}{2q\lambda E}}.$$
Multiplying by $\sqrt E$ and integrating from $E(0)=0$,
$$\frac23E^{3/2}=\frac{J}{\varepsilon_0}\sqrt{\frac{\pi M}{2q\lambda}}\;x .$$
So $E\propto x^{2/3}$. The rule of part (f) with $p=2/3$ gives $E(s)=5V/(3s)$ and a limiting ratio of $5/3$ to the uniform field. Setting $x=s$ also gives the current density:
$$J=\frac{2\varepsilon_0}{3s}\left(\frac{5V}{3s}\right)^{3/2}\sqrt{\frac{2q\lambda}{\pi M}}.$$

Here $\lambda E'/E=2\lambda/(3x)$, so the local approximation holds near the wall when $a\gg1$ but fails within about one mean free path of the plasma edge.

The last equation also shows that $s$ is not free in such a sheath. At fixed $J$ and $V$, $\lambda^{1/2}s^{-5/2}$ is constant, so $s\propto\lambda^{1/5}$. Raising the pressure then makes the sheath thinner, and $a\propto\lambda^{-4/5}$ grows more slowly than the pressure.

## Part (h): an argon example

**Question.** A dc-biased electrode faces an argon plasma. Take $V=200$ V, $s=3.0$ mm, a pressure of 200 mTorr, a gas temperature of 300 K, and a rough charge-exchange cross-section $\sigma=5.0\times10^{-19}\ \mathrm{m^2}$. Find both mean energies and their ratio. How good is the wall-field estimate?

**Answer.** The ideal-gas law gives an atom density $N=6.438\times10^{21}\ \mathrm{m^{-3}}$. Then
$$\lambda=\frac1{N\sigma}=\frac{1}{(6.438\times10^{21})(5.0\times10^{-19})}\ \mathrm m=0.3107\ \mathrm{mm},\qquad a=\frac{3.0}{0.3107}=9.656 .$$
The uncollided fraction, $e^{-a}=6.4\times10^{-5}$, is negligible in the energies:
$$W_u=\frac{200\ \mathrm{eV}}{9.656}=20.7\ \mathrm{eV},\qquad W_l=\frac{2(200\ \mathrm{eV})(8.656)}{9.656^2}=37.1\ \mathrm{eV}.$$
The ratio is $R=1.79$. In the linear case about 163 eV of the 200 eV goes to fast neutrals.

The linear wall field is 1333 V/cm. Over one mean free path it supplies 41.4 eV, which is 12% above $W_l$, because the field is weaker farther from the wall. For the uniform field the same estimate gives 20.7 eV.

With $s$, $V$ and temperature held fixed, $R=1.9$ would require 414 mTorr. By part (g), a self-consistent sheath at fixed $V$ and $J$ would not keep its thickness during such a change.

## Part (i): comparison with a real sheath

**Question.** Which neglected effects matter most for these numbers?

**Answer.** For the given $V$ and $s$, part (g) gives $J=0.16\ \mathrm{mA/cm^2}$. With $a\approx10$ the local approximation behind this value is only fair. Solving Poisson's equation with the ions' full flight history shows that it overestimates $J$ by about 18% if the ions enter at rest, and by about 5% if they enter with 1.5 eV. If ions enter at the Bohm speed for an assumed electron temperature of 3 eV, the edge density is about $4\times10^9\ \mathrm{cm^{-3}}$. This is only an order of magnitude: the Debye length at that density is about 0.2 mm, comparable to $\lambda$, so collisions lower the entry speed below the Bohm value and raise the density, to roughly $5\times10^9\ \mathrm{cm^{-3}}$.

Of the effects given a size here, the field shape matters most for the ratio. Putting the $x^{2/3}$ field into the average of part (c) gives 32.0 eV instead of 37.1 eV, and a ratio to the uniform case of 1.55 instead of 1.79. The field from the full flight history is somewhat flatter still: it gives 30.6 eV and a ratio of 1.48 for ions entering at rest, and 31.8 eV and 1.54 for ions entering with 1.5 eV.

Two collision effects were sized by particle simulation, with the statistical uncertainties shown; the finite time step adds an error of about 1%. The elastic case adds scattering that is isotropic in the centre-of-mass frame, with a rough cross-section of $1.5\times10^{-19}\ \mathrm{m^2}$. The last case instead lets the charge-exchange cross-section fall as energy to the power $-0.1$, with its stated value at 20 eV.

| Simulated case | Uniform (eV) | Linear (eV) | Ratio |
|---|---|---|---|
| charge exchange only | $20.9\pm0.2$ | $37.6\pm0.3$ | $1.80\pm0.02$ |
| with elastic scattering | $17.5\pm0.2$ | $32.3\pm0.3$ | $1.84\pm0.02$ |
| falling cross-section | $22.1\pm0.2$ | $40.2\pm0.4$ | $1.82\pm0.03$ |

Relative to the first row, elastic scattering lowers the energies by about 16% and 14%. The falling cross-section raises them by about 6% and 7%. Each of these percentages has a sampling uncertainty of between 1 and 1.5 percentage points. The first row itself lies about 1% above the exact values of part (h). The changes in the ratio are not resolved at this sample size, but they are not zero. With about 140,000 ions per case and exact free flights, measured against the exact values, the energies change by about $-15\%$ and $-13.5\%$ with elastic scattering and by about $+5.5\%$ and $+9\%$ with the falling cross-section. The ratio rises from 1.79 to about 1.82 and 1.85 ($\pm0.01$), a smaller shift than that due to the field shape. Elastic scattering also gives a mean impact angle of about $4^\circ$ from the normal in the linear field, where the original model has normal incidence.

Heating the gas to 400 K at constant pressure lengthens $\lambda$ and lowers $R$ to 1.73. The thermal energy of a newborn ion at 300 K, 0.04 eV, is negligible here.

Secondary electrons can ionize the gas. With a rough ionization cross-section of $2.5\times10^{-20}\ \mathrm{m^2}$, each makes about 0.48 ionizations in crossing. Taking 0.1 secondary electrons per ion, and letting every new electron ionize equally well, gives $0.1(e^{0.48}-1)\simeq0.06$ new ions per arriving ion. In this estimate self-sustained breakdown would need a value of 1, so the source is a small correction.

The bias is dc. In an rf-driven sheath the field can change during an ion's last flight, and the steady-field averages above do not then apply without further justification. Most of the computed values are listed in the numerical output.

## Values computed for the example and the checks

```
sheath voltage: 200 V
sheath thickness: 3.0 mm
argon pressure: 200 mTorr
gas temperature: 300 K
charge-exchange cross-section (rough): 5.0e-19 m^2
gas density: 6.438e+21 m^-3
mean free path: 0.3107 mm
a = thickness / mean free path: 9.656
uncollided fraction exp(-a): 6.40e-05
wall field, uniform: 666.7 V/cm
wall field, linear: 1333.3 V/cm
mean energy, uniform: 20.71 eV
mean energy, linear: 37.13 eV
ratio linear/uniform: 1.7930
wall-field estimate, uniform: 20.71 eV
wall-field estimate, linear: 41.42 eV
ratio at a = 0.1: 1.0167
ratio at a = 1: 1.1640
ratio at a = 10: 1.8001
ratio at a = 100: 1.9800
a for ratio 1.9: 20.00
pressure for ratio 1.9: 414 mTorr
wavy field, a = 5000, ratio to uniform: 0.9987
x^(2/3) field, mean energy: 32.04 eV
x^(2/3) field, ratio to uniform: 1.5470
x^(2/3) sheath, current density: 0.1593 mA/cm2
assumed electron temperature: 3.0 eV
edge density at Bohm speed: 3.69e+09 cm^-3
elastic cross-section (rough): 1.5e-19 m^2
simulated, charge exchange only, uniform: 20.9 +- 0.2 eV
simulated, charge exchange only, linear: 37.6 +- 0.3 eV
simulated, charge exchange only, ratio: 1.80 +- 0.02
simulated, with elastic, uniform: 17.5 +- 0.2 eV
simulated, with elastic, linear: 32.3 +- 0.3 eV
simulated, with elastic, ratio: 1.84 +- 0.02
simulated, falling cross-section, uniform: 22.1 +- 0.2 eV
simulated, falling cross-section, linear: 40.2 +- 0.4 eV
simulated, falling cross-section, ratio: 1.82 +- 0.03
mean impact angle with elastic, linear: 4.2 deg
cross-section exponent (rough): -0.1
cross-section reference energy: 20 eV
ratio at 400 K, same pressure: 1.7253
thermal energy of newborn ion: 0.039 eV
entry energy reaching wall, average: 9.6e-05 eV
electron ionization cross-section (rough): 2.5e-20 m^2
secondary electrons per ion (rough): 0.1
ionizations per secondary electron: 0.48
new ions per arriving ion (breakdown at 1): 0.062
```
